# Why Low-Frequency Modes Spoil Harmonic Entropies and What Two Remedies Do

## A torsion with almost no barrier

Take one internal rotation through an angle $\phi$, with moment of inertia $I$ and no barrier. Its levels are $hcBm^2$, with $m=0,\pm1,\pm2,\dots$ and $B=h/(8\pi^2cI)$ in cm$^{-1}$. Put $b=hcB/kT$. When $b\ll1$ the sum over levels becomes an integral,

$$q=\int_{-\infty}^{\infty}e^{-bm^2}\,dm=\sqrt{\pi/b}.$$

The mean energy is $RT/2$ per mole, and $S=R\ln q+U/T$ gives

$$S_{\rm free}=R\left[\tfrac12+\tfrac12\ln\frac{\pi kT}{hcB}\right].\tag{1}$$

At $T=298.15$ K, used throughout, $kT/hc=207.22$ cm$^{-1}$. For $B=1$ cm$^{-1}$ the entropy is 31.09 J/(mol K).

Now add a small barrier, $V=\tfrac12hcV_0(1-\cos\phi)$, with $V_0$ in cm$^{-1}$. Near the minimum $V\approx\tfrac14hcV_0\phi^2$, so the force constant is $\kappa=hcV_0/2$. The angular frequency obeys $\omega^2=\kappa/I=4\pi^2c^2BV_0$, and the harmonic wavenumber is

$$\nu=\frac{\omega}{2\pi c}=\sqrt{BV_0}.\tag{2}$$

With $B=V_0=1$ cm$^{-1}$ the barrier is negligible beside $kT$, and the computed entropy is still 31.09 J/(mol K). The harmonic formula for $\nu=1$ cm$^{-1}$ gives 52.66.

The classical harmonic spread shows why: $\langle\phi^2\rangle=kT/\kappa=2\times207.22$, a standard deviation of about 20 rad. The parabola lets the angle wander over several turns and counts each turn as new space.

## First contribution: the logarithm

For an oscillator put $x=hc\nu/kT$. Measured from the lowest level, the energies are $nx$ in units of $kT$, so $q=1/(1-e^{-x})$ and the mean energy is $x\bar n$, with $\bar n=1/(e^x-1)$. Hence

$$S=R\left[x\bar n-\ln(1-e^{-x})\right].\tag{3}$$

For small $x$, expanding the exponentials gives

$$x\bar n=\frac{1}{1+x/2+x^2/6+\cdots}=1-\frac x2+\frac{x^2}{12}+\cdots,$$

$$\ln(1-e^{-x})=\ln x+\ln\!\left(1-\frac x2+\frac{x^2}{6}-\cdots\right)=\ln x-\frac x2+\frac{x^2}{24}+\cdots.$$

The linear terms cancel in the difference:

$$S=R\left[1-\ln x+\frac{x^2}{24}+\cdots\right].\tag{4}$$

This diverges as $-R\ln\nu$. About $1/x$ levels are thermally accessible, and the leading entropy is $R$ times the logarithm of this number, plus a constant $R$.

At 20 cm$^{-1}$, $x=0.0965$, and (4) gives $8.3145\,(1+2.338+0.0004)=27.76$ J/(mol K). The $x^2$ term is negligible here.

The energy has no such divergence. With the zero-point term $x/2$ included,

$$U=RT\left(\frac x2+x\bar n\right)=RT\left(1+\frac{x^2}{12}+\cdots\right).$$

Moving the mode from 20 to 100 cm$^{-1}$ changes $U$ by 0.046 kJ/mol, but changes $-TS$ by $298.15\times(27.757-14.453)$ J/mol $=3.97$ kJ/mol. Within the harmonic formulas, the dependence on $\nu$ lies almost wholly in the entropy. The harmonic energy can still be wrong for a real torsion: a free rotor has $RT/2$, not $RT$, a bounded difference of 1.24 kJ/mol.

## Second contribution: sensitivity to the computed wavenumber

Differentiate (3), using $\frac{d}{dx}\ln(1-e^{-x})=e^{-x}/(1-e^{-x})=\bar n$:

$$\frac1R\frac{dS}{dx}=\bar n+x\frac{d\bar n}{dx}-\bar n=x\frac{d\bar n}{dx}.$$

Multiplication by $x$ gives the derivative with respect to $\ln x$, which at fixed $T$ is the derivative with respect to $\ln\nu$:

$$\frac{dS}{d\ln\nu}=Rx^2\frac{d\bar n}{dx}=-R\frac{x^2e^x}{(e^x-1)^2}=-C.\tag{5}$$

Here $C$ is the heat capacity of the mode. To see this, write the thermal energy as $(RTx)\bar n$. The product $RTx$ does not depend on $T$, and $dx/dT=-x/T$, so $C=-Rx^2\,d\bar n/dx$.

At 20 cm$^{-1}$, $C=0.999R$. Since $RT=2.479$ kJ/mol, $-TS$ rises by $2.479\times0.999/20=0.124$ kJ/mol for each cm$^{-1}$. An uncertainty from 15 to 25 cm$^{-1}$ spans 1.27 kJ/mol, and a factor of ten in a soft wavenumber is worth $RT\ln10=5.7$ kJ/mol.

There is a further amplification. A Hessian calculation yields $\nu^2$, which is proportional to the mass-weighted curvature, and $d\ln\nu=d(\nu^2)/(2\nu^2)$. Therefore

$$\frac{dS}{d(\nu^2)}=-\frac{C}{2\nu^2}.\tag{6}$$

Suppose the error in $\nu^2$ is $\pm100$ cm$^{-2}$. A 20 cm$^{-1}$ mode then lies between 17.3 and 22.4 cm$^{-1}$, and $-TS$ spreads over 0.63 kJ/mol. At 200 cm$^{-1}$ the same error gives 0.006 kJ/mol. Most of this roughly hundredfold difference is the factor $1/\nu^2$; the smaller $C$ at 200 cm$^{-1}$ ($0.926R$ by (5), against $0.999R$) adds a factor 1.08. A further factor 1.02 arises because $\pm100$ cm$^{-2}$ is not small beside 400 cm$^{-2}$, so that $\tfrac12\ln(500/300)=0.255$ replaces the linear estimate 0.25.

## Third contribution: the wrong shape of the potential

Sensitivity concerns errors in $\nu$. The harmonic entropy can also be wrong when $\nu$ is perfectly known.

For a classical torsion with angular probability density $\rho(\phi)$, the entropy separates into a momentum part and an angular part:

$$S=R\left[\tfrac12+\tfrac12\ln\frac{2\pi IkT}{h^2}\right]-R\int_0^{2\pi}\rho\ln\rho\,d\phi.$$

The logarithm is concave, so the average of a logarithm cannot exceed the logarithm of the average:

$$\int\rho\ln\frac{1}{2\pi\rho}\,d\phi\le\ln\int\frac{\rho}{2\pi\rho}\,d\phi=\ln1=0.$$

The angular part is therefore at most $R\ln2\pi$. Inserting this maximum and $I=h/(8\pi^2cB)$ recovers (1). In the classical regime, $b\ll1$, the free rotor is the upper bound for every barrier at the same $B$.

The leading harmonic entropy exceeds the bound when $1-\ln x>\tfrac12+\tfrac12\ln(\pi/b)$, that is, when $x<\sqrt{eb/\pi}$, or

$$\nu<\nu^*=\sqrt{\frac{e\,B}{\pi}\frac{kT}{hc}}.\tag{7}$$

For $B=1$ cm$^{-1}$, $\nu^*=13.4$ cm$^{-1}$. Below this value the harmonic entropy is certainly too high for a single-well torsion.

Above $\nu^*$ the error can have the other sign. The first correction to the parabola is $-hcV_0\phi^4/48$. For a high barrier its classical average, with $\langle\phi^4\rangle=3\langle\phi^2\rangle^2$ and $\langle\phi^2\rangle=2kT/hcV_0$, shifts the free energy per molecule by

$$\Delta F=-\frac{hcV_0}{48}\cdot3\left(\frac{2kT}{hcV_0}\right)^2=-\frac{(kT)^2}{4hcV_0}.$$

The entropy shift $-\partial\Delta F/\partial T$ is, per mole, $+R\,kT/(2hcV_0)$. The cosine well is softer than its parabola, so the harmonic entropy is slightly too low. For $V_0=4000$ cm$^{-1}$ the estimate is 0.22 J/(mol K); the computed difference is 0.24.

## Grimme's interpolation

Two remedies for soft modes are compared below: Grimme's interpolation and Cramer–Truhlar raising. Both are applied here to the entropy alone. Grimme's replaces a soft oscillator by a free rotor with moment of inertia $\mu=h/(8\pi^2c\nu)$. Comparison with the definition of $B$ shows what this means: the rotor's rotational constant is set equal to $\nu$.

The inertia is then damped, $\mu'=\mu B_{\rm av}/(\mu+B_{\rm av})$, with $B_{\rm av}=10^{-44}$ kg m$^2$. Because $1/\mu'=1/\mu+1/B_{\rm av}$, the rotational constants add, and (1) becomes

$$S_{\rm FR}=R\left[\tfrac12+\tfrac12\ln\frac{\pi kT}{hc(\nu+\nu_d)}\right],\tag{8}$$

where $\nu_d=h/(8\pi^2cB_{\rm av})=0.028$ cm$^{-1}$. The two entropies are mixed:

$$S=wS_{\rm HO}+(1-w)S_{\rm FR},\qquad w=\frac{1}{1+(\nu_0/\nu)^4},\qquad\nu_0=100\ \text{cm}^{-1}.\tag{9}$$

At 20 cm$^{-1}$, $w=0.0016$, so the result is almost pure rotor: $0.0016\times27.76+0.9984\times18.63=18.65$ J/(mol K).

For the slope, put $r=(\nu_0/\nu)^4$. Then $dr/d\ln\nu=-4r$ and $dw/d\ln\nu=4r/(1+r)^2=4w(1-w)$, so

$$\frac{dS}{d\ln\nu}=-wC-(1-w)\frac R2\frac{\nu}{\nu+\nu_d}+4w(1-w)(S_{\rm HO}-S_{\rm FR}).\tag{10}$$

At 20 cm$^{-1}$ the three terms are $-0.0016R$, $-0.4985R$ and $+0.0070R$, in total $-0.493R$. At this wavenumber the interpolation halves the sensitivity; it does not remove it. The half comes from the square root in the rotor's partition function, combined with an inertia that varies as $1/\nu$.

The entropy does have a finite limit, 45.96 J/(mol K), since $w$ vanishes as $\nu^4$ and outweighs the logarithm. That limit is approached only when $\nu\ll0.028$ cm$^{-1}$, so it gives no protection at 20 cm$^{-1}$.

## Cramer–Truhlar raising

This rule replaces every wavenumber below 100 cm$^{-1}$ by 100 cm$^{-1}$. The entropy of such a mode is 14.45 J/(mol K), whatever its computed wavenumber, and the sensitivity below 100 cm$^{-1}$ is zero. The slope jumps to $-0.98R$ just above the threshold.

At 20 cm$^{-1}$ the three treatments compare as follows. The last column is the change in $-TS$ from 15 to 25 cm$^{-1}$.

| Treatment | $-TS$, kJ/mol (kcal/mol) | Change, kJ/mol |
|---|---|---|
| Harmonic | −8.28 (−1.98) | 1.27 |
| Grimme | −5.56 (−1.33) | 0.62 |
| Raised | −4.31 (−1.03) | 0 |

Grimme's entropy is the larger of the two remedies at 20 cm$^{-1}$, but the curves cross at 63 cm$^{-1}$. At 100 cm$^{-1}$ Grimme's value is 13.20 J/(mol K), below the raised value of 14.45. The curves cross again near 192 cm$^{-1}$; from there up to 1000 cm$^{-1}$ Grimme's value is the larger, but only by about 0.02 J/(mol K) at most.

## Weighing stability against accuracy

A reference is needed to judge accuracy. The single-well torsion introduced above was solved quantum mechanically for four pairs $(B,V_0)$, all with $\sqrt{BV_0}=20$ cm$^{-1}$. These are round model parameters. The errors are $T(S_{\rm model}-S)$ in kJ/mol, relative to this one-dimensional solution; a negative sign means too little entropy.

| $B$, $V_0$ (cm$^{-1}$) | Harmonic | Grimme | Raised |
|---|---|---|---|
| 0.1, 4000 | −0.07 | −2.79 | −4.04 |
| 1, 400 | −0.50 | −3.22 | −4.47 |
| 5, 80 | 1.02 | −1.69 | −2.94 |
| 20, 20 | 2.72 | 0.00 | −1.25 |

The plain harmonic value is the closest in the first three rows. Grimme's entropy succeeds in the last, where the torsion is nearly free and has $B=\nu$, the rotor that the method assumes. The table judges the entropy only. In the last row the energy above the potential minimum is about $RT/2$ plus the mean barrier $\tfrac12hcV_0$ per molecule, so the harmonic energy, which all three treatments keep, is too high by about $1.24-0.12=1.12$ kJ/mol. The error in $U-TS$ is then $+1.1$ kJ/mol for Grimme's and $-1.6$ for the harmonic formula. The true entropy varies along the table although $\nu$ does not, so no function of $\nu$ alone can be right for all four.

Lowering the barrier at fixed $B=1$ cm$^{-1}$ changes the verdict. At $\nu=5$ cm$^{-1}$ the torsion has 31.08 J/(mol K), the harmonic formula gives 39.28 and Grimme's 24.38, so Grimme's entropy is now somewhat closer. The free energy ranks them the other way: the harmonic energy is too high by about 1.1 kJ/mol here, which partly cancels the harmonic entropy error and adds to Grimme's, giving errors in $U-TS$ of about $-1.4$ and $+3.1$ kJ/mol. At 1 cm$^{-1}$ the harmonic value is far too high, while Grimme's 30.98 is close to the true 31.09, again because $B=\nu$.

For these single-well models the remedies act mainly as stabilisers. Other rotors can favour them: a nearly free methyl-like rotor with $B=5.3$ cm$^{-1}$, three wells and symmetry number 3 has, from (1) minus $R\ln3$, about 15.0 J/(mol K), so at $\nu=20$ cm$^{-1}$ the raised 14.45 and Grimme's 18.65 are both much closer than the harmonic 27.76. Neither remedy uses $B$ or the potential, so such agreement depends on the case. They exchange an error that fluctuates with the computed $\nu$ for a steadier bias. Under raising, the entropy assigned to soft modes cancels between two species that have equally many modes below 100 cm$^{-1}$. It does not cancel in an association reaction that creates new ones: for each new mode at 20 cm$^{-1}$, raising makes the product less stable by 3.97 kJ/mol than the harmonic formula does.

If one soft torsion decides the answer, its $B$ and its potential are needed, and the levels can be computed directly. The reference used here omits coupling to other modes and to overall rotation, and a torsion with several equivalent wells also needs a consistent count of wells and symmetry number. The numbered formulas and the model torsions are checked numerically in the numerical check. The anharmonic estimate $R\,kT/(2hcV_0)$ is not tested there and is only compared above with the computed entropies; the energy errors and the threefold rotor are estimates from the free-rotor formulas and are not tested there either.

## Values computed for the example and the checks

```
T = 298.15 K; kT/hc = 207.22 cm^-1; RT = 2.4790 kJ/mol
R = 8.3145 J/(mol K); x at 20 cm^-1 = 0.09651
x^2/24 at 20 cm^-1 = 3.88e-04
C/R at 20 cm^-1 = 0.99922
RT ln 10 = 5.708 kJ/mol per decade of nu
U(100)-U(20), with zero-point energy = 0.0460 kJ/mol
Entropy in J/(mol K): nu/cm^-1, harmonic, Grimme, raised
      1   52.662   30.975   14.453
      5   39.281   24.376   14.453
     10   33.518   21.507   14.453
     20   27.757   18.645   14.453
     50   20.156   15.138   14.453
    100   14.453   13.198   14.453
    200    8.925    8.933    8.925
    300    5.928    5.946    5.928
At 20 cm^-1: -TS (kJ/mol, kcal/mol); dS/dln nu (J/(mol K));
  d(-TS)/dnu (kJ/mol per cm^-1); -TS(25)+TS(15) (kJ/mol)
  harmonic    -8.276   -1.978   -8.308   0.1239   1.265
  Grimme      -5.559   -1.329   -4.100   0.0611   0.624
  raised      -4.309   -1.030    0.000   0.0000   0.000
Grimme: w at 20 cm^-1 = 0.001597
Grimme: free-rotor entropy at 20 = 18.630 J/(mol K)
Grimme: damping constant = 0.02799 cm^-1
Grimme: ceiling for nu -> 0 = 45.955 J/(mol K)
Grimme: flattest in 20-150 cm^-1 at 73.8 cm^-1, slope/R = -0.295
Grimme and raised entropies cross at 63.2 cm^-1
Raised: slope/R just above 100 cm^-1 = -0.9808
Curvature error +/-100 cm^-2: nu, low, high (cm^-1),
  spread of harmonic -TS (kJ/mol)
     20    17.32    22.36   0.6327
    200   199.75   200.25   0.0057
Hindered rotors, harmonic nu = 20 cm^-1: B, V0 (cm^-1),
  S (J/(mol K)); T(S_model - S) in kJ/mol: harmonic, Grimme, raised
    0.1    4000   27.993   -0.070   -2.787   -4.037
    1.0     400   29.445   -0.503   -3.220   -4.470
    5.0      80   24.323    1.024   -1.693   -2.943
   20.0      20   18.631    2.721    0.004   -1.246
Fixed B = 1 cm^-1: nu, V0 (cm^-1), S hindered, harmonic (J/(mol K))
     20    400   29.445   27.757
     10    100   30.970   33.518
      5     25   31.082   39.281
      1      1   31.090   52.662
Free rotor, B = 1 cm^-1: S = 31.090 J/(mol K)
Harmonic S exceeds this bound below 13.39 cm^-1 (formula), 13.39 (levels)
```
